# Squaring and Exponentiating the Dirac Spin-Field Matrix: a program that tests the result

```python
"""
Result under test, for constant real fields E and B (Gaussian units):
  M = (1/2) sigma^{mu nu} F_{mu nu},  X = B^2 - E^2,  Y = E.B
  (sigma F)^2 = 4 M^2 = 4 X - 8 i gamma5 Y
  exp(-i k M) = C0 + i gamma5 C5 - i M (S0 + i gamma5 S5)
  null field (X = Y = 0): exp(-i k M) = 1 - i k M exactly.
Conventions: metric (+,-,-,-), sigma^{mu nu} = (i/2)[gamma^mu, gamma^nu],
  gamma5 = i gamma^0 gamma^1 gamma^2 gamma^3, F_{0i} = E_i,
  F_{ij} = -eps_{ijk} B_k.
For an electron, k = -c tau / (2 m c^2), with tau the proper time.
Numbers: e*field in eV/angstrom, c*tau in angstrom, energy in eV.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm

# Gamma matrices in the Dirac representation, first as exact symbols
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
gamma_sym = [sp.diag(1, 1, -1, -1)]
for s in pauli:
    upper = sp.zeros(2, 2).row_join(s)
    lower = (-s).row_join(sp.zeros(2, 2))
    gamma_sym.append(upper.col_join(lower))
gamma5_sym = sp.I * gamma_sym[0] * gamma_sym[1] * gamma_sym[2] * gamma_sym[3]
gamma = [np.array(g.tolist(), dtype=complex) for g in gamma_sym]
gamma5 = np.array(gamma5_sym.tolist(), dtype=complex)
one = np.eye(4)
metric = np.diag([1.0, -1.0, -1.0, -1.0])


def field_tensor(E, B):
    """F_{mu nu} with both indices down, as nested lists."""
    return [[0, E[0], E[1], E[2]],
            [-E[0], 0, -B[2], B[1]],
            [-E[1], B[2], 0, -B[0]],
            [-E[2], -B[1], B[0], 0]]


def half_sigma_F(E, B, g, imag, zero):
    """(1/2) sigma^{mu nu} F_{mu nu}, summed over all index pairs."""
    F = field_tensor(E, B)
    total = zero
    for m in range(4):
        for n in range(4):
            sigma = (g[m] @ g[n] - g[n] @ g[m]) * imag / 2
            total = total + sigma * F[m][n] / 2
    return total


def spin_matrix(E, B):
    return half_sigma_F(E, B, gamma, 1j, np.zeros((4, 4), complex))


# Symbolic tests of the decomposition, the square and the determinant
Es = sp.symbols("Ex Ey Ez", real=True)
Bs = sp.symbols("Bx By Bz", real=True)
M_sym = half_sigma_F(Es, Bs, gamma_sym, sp.I, sp.zeros(4, 4))
X_sym = sum(b**2 for b in Bs) - sum(e**2 for e in Es)
Y_sym = sum(e * b for e, b in zip(Es, Bs))
split = sp.zeros(4, 4)
for i in range(3):
    Sigma = sp.diag(pauli[i], pauli[i])
    alpha = gamma_sym[0] * gamma_sym[i + 1]
    assert alpha == gamma5_sym * Sigma
    split += sp.I * alpha * Es[i] - Sigma * Bs[i]
assert (M_sym - split).expand() == sp.zeros(4, 4)
claimed_square = 4 * X_sym * sp.eye(4) - 8 * sp.I * Y_sym * gamma5_sym
assert ((2 * M_sym)**2 - claimed_square).expand() == sp.zeros(4, 4)
det_M = M_sym.det(method="berkowitz")
assert sp.expand(det_M - X_sym**2 - 4 * Y_sym**2) == 0


def invariants(E, B):
    X = B @ B - E @ E
    Y = E @ B
    R = np.hypot(X, 2 * Y)
    a = np.sqrt(max(R + X, 0.0) / 2)
    b = np.copysign(np.sqrt(max(R - X, 0.0) / 2), Y)
    return X, Y, R, a, b


def coefficients(E, B, k):
    """C0, C5, S0, S5 of the closed exponential."""
    X, Y, R, a, b = invariants(E, B)
    if R == 0:
        return 1.0, 0.0, k, 0.0
    ca, sa = np.cos(k * a), np.sin(k * a)
    cb, sb = np.cosh(k * b), np.sinh(k * b)
    return (ca * cb, sa * sb,
            (a * sa * cb + b * ca * sb) / R,
            (b * sa * cb - a * ca * sb) / R)


def closed_exponential(E, B, k):
    C0, C5, S0, S5 = coefficients(E, B, k)
    M = spin_matrix(E, B)
    return (C0 * one + 1j * C5 * gamma5
            - 1j * M @ (S0 * one + 1j * S5 * gamma5))


def lorentz_factor(E, B, k):
    """Lorentz factor after a start at rest, from the trace formula."""
    X, Y, R, a, b = invariants(E, B)
    if R == 0:
        return 1 + 2 * k**2 * (E @ E)
    ch, co = np.cosh(2 * k * b), np.cos(2 * k * a)
    return (ch + co) / 2 + (E @ E + B @ B) * (ch - co) / (2 * R)


# Worked example: round field values and path parameter
mc2 = physical_constants["electron mass energy equivalent in MeV"][0] * 1e6
hartree = physical_constants["Hartree energy in eV"][0]
c_tau = 2000.0
k = -c_tau / (2 * mc2)
E_gen, B_gen = np.array([0., 0., 300.]), np.array([500., 0., 400.])
E_null, B_null = np.array([500., 0., 0.]), np.array([0., 500., 0.])

# Closed form against the numerical matrix exponential
rng = np.random.default_rng(4)
zero3 = np.zeros(3)
cases = [(E_gen, B_gen), (-E_gen, B_gen), (E_null, B_null),
         (E_gen, zero3), (zero3, B_gen)]
cases += [tuple(rng.normal(0, 500, (2, 3))) for _ in range(20)]
for E, B in cases:
    reference = expm(-1j * k * spin_matrix(E, B))
    assert np.allclose(closed_exponential(E, B, k), reference,
                       rtol=1e-9, atol=1e-9)

# Null field: first order in the spinor matrix, second in the vector matrix
M_null = spin_matrix(E_null, B_null)
M_gen = spin_matrix(E_gen, B_gen)
null_square = np.abs(M_null @ M_null).max()
assert null_square < 1e-9 and np.abs(M_null).max() > 1
F_null = metric @ np.array(field_tensor(E_null, B_null), float)
assert np.abs(F_null @ F_null).max() > 1
assert np.abs(F_null @ F_null @ F_null).max() < 1e-6


def truncation_error(M):
    return np.linalg.norm(expm(-1j * k * M) - (one - 1j * k * M), 2)


error_gen, error_null = truncation_error(M_gen), truncation_error(M_null)
assert error_null < 1e-12 and error_gen > 0.1

# The spinor matrix carries the Lorentz matrix exp(2 k F)
for E, B in cases:
    S = closed_exponential(E, B, k)
    F_mixed = metric @ np.array(field_tensor(E, B), float)
    Lam = expm(2 * k * F_mixed)
    for m in range(4):
        left = np.linalg.inv(S) @ gamma[m] @ S
        right = sum(Lam[m, n] * gamma[n] for n in range(4))
        assert np.allclose(left, right, rtol=1e-8, atol=1e-8)


def integrate_orbit(E, B):
    """Four-velocity over c from the Lorentz force on an electron at rest."""
    def rate(s, u):
        force = E * u[0] + np.cross(u[1:], B)
        return -np.concatenate(([E @ u[1:]], force)) / mc2
    orbit = solve_ivp(rate, (0, c_tau), [1., 0., 0., 0.],
                      method="DOP853", rtol=1e-11, atol=1e-12)
    assert orbit.success
    return orbit.y[:, -1]


def spinor_result(E, B):
    psi = closed_exponential(E, B, k) @ np.array([1, 0, 0, 0], complex)
    bar = psi.conj() @ gamma[0]
    assert abs(bar @ psi - 1) < 1e-10
    velocity = np.array([(bar @ g @ psi).real for g in gamma])
    return psi, velocity


results = {}
for name, E, B in [("general", E_gen, B_gen), ("null", E_null, B_null)]:
    psi, u = spinor_result(E, B)
    u_orbit = integrate_orbit(E, B)
    assert np.allclose(u, u_orbit, rtol=1e-8, atol=1e-8)
    assert abs(lorentz_factor(E, B, k) - u_orbit[0]) < 1e-8
    results[name] = (psi, u)


def show(label, value, unit=""):
    print(f"{label} = {value} {unit}".rstrip())


def vec(v, digits=1):
    return "(" + ", ".join(f"{x + 0.0:.{digits}f}" for x in v) + ")"


def cvec(v):
    parts = [f"{z.real + 0.0:.4f}{z.imag + 0.0:+.4f}i" for z in v]
    return "(" + ", ".join(parts) + ")"


show("electron rest energy mc^2", f"{mc2:.1f}", "eV")
show("path parameter c*tau", f"{c_tau:.0f}", "angstrom")
show("k = -c*tau/(2mc^2)", f"{k:.6e}", "angstrom/eV")
for name, E, B in [("general", E_gen, B_gen), ("null", E_null, B_null)]:
    X, Y, R, a, b = invariants(E, B)
    C0, C5, S0, S5 = coefficients(E, B, k)
    psi, u = results[name]
    kinetic = (u[0] - 1) * mc2
    print(f"--- {name} field ---")
    show("eE", vec(E, 0), "eV/angstrom")
    show("eB", vec(B, 0), "eV/angstrom")
    show("X = B^2-E^2", f"{X:.0f}", "(eV/angstrom)^2")
    show("Y = E.B", f"{Y:.0f}", "(eV/angstrom)^2")
    show("R", f"{R:.0f}", "(eV/angstrom)^2")
    show("a", f"{a:.1f}", "eV/angstrom")
    show("b", f"{b:.1f}", "eV/angstrom")
    show("k*a", f"{k * a:.5f}", "(dimensionless)")
    show("k*b", f"{k * b:.5f}", "(dimensionless)")
    show("C0", f"{C0:.5f}", "(dimensionless)")
    show("C5", f"{C5:.5f}", "(dimensionless)")
    show("S0", f"{S0:.6e}", "angstrom/eV")
    show("S5", f"{S5:.6e}", "angstrom/eV")
    show("final spinor", cvec(psi), "(dimensionless)")
    show("Lorentz factor", f"{u[0]:.5f}", "(dimensionless)")
    show("momentum times c", vec(u[1:] * mc2, 0), "eV")
    show("kinetic energy", f"{kinetic:.0f}", "eV")
    show("kinetic energy converted", f"{kinetic / hartree:.1f}", "hartree")
print("--- stopping of the series ---")
show("k*|E| in null field", f"{k * np.linalg.norm(E_null):.5f}",
     "(dimensionless)")
show("largest entry of M^2, null", f"{null_square:.1e}", "(eV/angstrom)^2")
show("first-order error (spectral norm), general", f"{error_gen:.4f}",
     "(dimensionless)")
show("first-order error (spectral norm), null", f"{error_null:.1e}",
     "(dimensionless)")
print("tests ok")
```

Printed output:

```
electron rest energy mc^2 = 510999.0 eV
path parameter c*tau = 2000 angstrom
k = -c*tau/(2mc^2) = -1.956951e-03 angstrom/eV
--- general field ---
eE = (0, 0, 300) eV/angstrom
eB = (500, 0, 400) eV/angstrom
X = B^2-E^2 = 320000 (eV/angstrom)^2
Y = E.B = 120000 (eV/angstrom)^2
R = 400000 (eV/angstrom)^2
a = 600.0 eV/angstrom
b = 200.0 eV/angstrom
k*a = -1.17417 (dimensionless)
k*b = -0.39139 (dimensionless)
C0 = 0.41628 (dimensionless)
C5 = 0.37029 (dimensionless)
S0 = -1.568429e-03 angstrom/eV
S5 = -2.643311e-04 angstrom/eV
final spinor = (0.4163-0.7067i, 0.0000-0.7842i, -0.3648+0.3703i, 0.1322+0.0000i) (dimensionless)
Lorentz factor = 1.57532 (dimensionless)
momentum times c = (-240550, 387824, -422629) eV
kinetic energy = 293990 eV
kinetic energy converted = 10803.9 hartree
--- null field ---
eE = (500, 0, 0) eV/angstrom
eB = (0, 500, 0) eV/angstrom
X = B^2-E^2 = 0 (eV/angstrom)^2
Y = E.B = 0 (eV/angstrom)^2
R = 0 (eV/angstrom)^2
a = 0.0 eV/angstrom
b = 0.0 eV/angstrom
k*a = -0.00000 (dimensionless)
k*b = -0.00000 (dimensionless)
C0 = 1.00000 (dimensionless)
C5 = 0.00000 (dimensionless)
S0 = -1.956951e-03 angstrom/eV
S5 = 0.000000e+00 angstrom/eV
final spinor = (1.0000+0.0000i, 0.9785+0.0000i, 0.0000+0.0000i, -0.9785+0.0000i) (dimensionless)
Lorentz factor = 2.91483 (dimensionless)
momentum times c = (-1000000, 0, 978476) eV
kinetic energy = 978476 eV
kinetic energy converted = 35958.3 hartree
--- stopping of the series ---
k*|E| in null field = -0.97848 (dimensionless)
largest entry of M^2, null = 0.0e+00 (eV/angstrom)^2
first-order error (spectral norm), general = 0.8957 (dimensionless)
first-order error (spectral norm), null = 6.1e-16 (dimensionless)
tests ok
```
